\section*{Mobile Ion Charge from the Triangular Voltage Sweep Current Peak, part 2}

Positive mobile ions of charge $q$, mobility $\mu$ and density $\rho(x,t)$ lie in a dielectric of permittivity $\varepsilon$ between a metal gate at $x=0$ and a grounded metal electrode at $x=d$. Both electrodes block the ions, and fixed charge is absent. The gate voltage $V$ is swept between $\mp V_0$ at the rate $\alpha=dV/dt$, negative on the return branch. Per unit area, $Q$ is the mobile charge, $C=\varepsilon/d$ the capacitance and $J$ the current into the gate; $X$ is the ion centroid. Above the baseline $C\alpha$ flows $J_{\rm ion}=J-C\alpha=(Q/d)\,dX/dt$, so that a branch collects $S=\int J_{\rm ion}\,dV/\alpha=Q\,\Delta X/d$. The deficit is $1-S/Q$.

With the field $E$ (positive away from the gate) and $V_T=kT/q$, the reduced variables are
\begin{equation}
\xi=\frac xd,\quad \Xi=\frac Xd,\quad v=\frac V{V_T},\quad u=\frac{V_0}{V_T},\quad
F=\frac{Ed}{V_T},\quad n=\frac{\rho d}{Q},\quad g=\frac Q{CV_T}.
\label{eq:red}
\end{equation}
The integral of $n$ over $\xi$ is 1. A prime on $F$ or $n$ denotes $d/d\xi$. Gauss's law, the gate field and mean-field equilibrium read
\begin{equation}
F'=g\,n,\qquad \int_0^1F\,d\xi=v .
\label{eq:redgauss}
\end{equation}
\begin{equation}
F(0)=v-g(1-\Xi).
\label{eq:F0}
\end{equation}
\begin{equation}
n'=Fn .
\label{eq:eq}
\end{equation}

With a steady electronic leakage $J_{\rm l}(V)$ and equal ionic transfer on both branches,
\begin{equation}
S_\uparrow=Q\frac{\Delta X}d+\frac1{|\alpha|}\int_{-V_0}^{V_0}J_{\rm l}\,dV,
\qquad
S_\downarrow=-Q\frac{\Delta X}d+\frac1{|\alpha|}\int_{-V_0}^{V_0}J_{\rm l}\,dV .
\label{eq:leak}
\end{equation}
The half difference $(S_\uparrow-S_\downarrow)/2$ removes the leakage but not a baseline error.

The model example has $d=100$~nm, relative permittivity 2.5, $T=500$~K, $10^{11}$ singly charged ions per cm$^2$, $\mu=10^{-13}$~m$^2$/(V\,s), $V_0=2$~V and $\alpha=0.1$~V/s. Hence $Q=16.02$~nC/cm$^2$, $C=22.135$~nF/cm$^2$, $V_T=0.0431$~V, $u=46.4$ and $g=16.8$. A numerical transport calculation on 160 grid cells gave $S=15.38$~nC/cm$^2=0.960\,Q$, of which $0.924\,Q$ lies within $\pm1$~V.

\subsection{Dilute ions}

For $g\to0$ the field is uniform, $F=v$, and \eqref{eq:eq} has the normalized solution
\begin{equation}
n=\frac{e^{v\xi}}Z,\qquad Z=\int_0^1e^{v\xi}\,d\xi=\frac{e^v-1}v .
\label{eq:Z}
\end{equation}
Differentiating $Z$ with respect to $v$ brings down a factor $\xi$, so the centroid is
\begin{equation}
\Xi=\frac{d\ln Z}{dv}=\frac{e^v}{e^v-1}-\frac1v
=\frac12+\frac12\coth\frac v2-\frac1v .
\label{eq:Xi}
\end{equation}
The last two terms are odd in $v$. A slow sweep from $-u$ to $u$ therefore collects
\begin{equation}
\frac SQ=\Xi(u)-\Xi(-u)=\coth\frac u2-\frac2u\simeq1-\frac2u .
\label{eq:dilute}
\end{equation}
Each interface layer has a centroid at the distance $d/u$ from its electrode, and the two distances together make up the deficit. In the example $d/u=100/46.4=2.2$~nm, and the collected fraction is $1-2/46.4=0.957$. The deficit falls as $1/V_0$, so that larger sweep limits help slowly.

In a sweep slow enough for equilibrium to be maintained, $dX/dt=\alpha\,dX/dV$, and the ionic current is
\begin{equation}
J_{\rm ion}=\frac{\alpha Q}{V_T}\frac{d\Xi}{dv},\qquad
\frac{d\Xi}{dv}=\frac1{v^2}-\frac1{4\sinh^2(v/2)} .
\label{eq:shape}
\end{equation}
For small $v$, $4\sinh^2(v/2)=v^2(1+v^2/12+\dots)$. The two divergent terms cancel and leave $1/12$. The dilute peak thus has the height $\alpha Q/(12V_T)$. Its full width at half height is 0.359~V at 500~K. A separate numerical sweep with $g=10^{-3}$ and a low rate follows \eqref{eq:shape} over the whole voltage range.

For $|v|\gg1$ the current falls as $1/v^2$. These tails affect the baseline. Suppose that the current at the end of the sweep is taken for the baseline. At $v=\pm u$ the ionic tail is $\alpha Q/(V_Tu^2)$, and subtracting it over the interval $2V_0=2uV_T$ removes the further charge
\begin{equation}
\frac1\alpha\,\frac{\alpha Q}{V_Tu^2}\,2uV_T=\frac{2Q}u .
\label{eq:tail}
\end{equation}
The deficit doubles to $4/u$, or 8.6\% of $Q$ in the dilute estimate for the example.

\subsection{The interface layer with the ions' own field}

For finite $g$, \eqref{eq:redgauss} and \eqref{eq:eq} combine to
\begin{equation}
F''=g\,n'=g\,nF=FF'=\left(\tfrac12F^2\right)' ,
\qquad\text{hence}\qquad F'=\tfrac12F^2+K ,
\label{eq:first}
\end{equation}
with a constant $K$. At a large positive voltage the ions lie near $\xi=1$, and the density at the gate is exponentially small. Writing $F_0=F(0)$ and setting $F'(0)=0$ gives $K=-F_0^2/2$, so that
\begin{equation}
F'=\tfrac12(F-F_0)(F+F_0).
\label{eq:layerode}
\end{equation}

By \eqref{eq:redgauss} and \eqref{eq:F0}, the integral of $F-F_0$ over the thickness is $v-F_0=g(1-\Xi)$. The field rises from $F_0$ to $F_0+g$, because all ions lie in between. With $d\xi=dF/F'$,
\begin{equation}
g(1-\Xi)=\int_{F_0}^{F_0+g}\frac{F-F_0}{F'}\,dF
=\int_{F_0}^{F_0+g}\frac{2\,dF}{F+F_0}
=2\ln\left(1+\frac g{2F_0}\right).
\label{eq:log}
\end{equation}
At $v=u$ the value of $F_0$ is the larger root of the following equation; the other root, close to zero, contradicts the assumption of a negligible ion density at the gate:
\begin{equation}
u=F_0+2\ln\left(1+\frac g{2F_0}\right).
\label{eq:bulk}
\end{equation}
The state at $-u$ is the mirror image, with the centroid $1-\Xi(u)$. The collected fraction is therefore
\begin{equation}
\frac SQ=2\,\Xi(u)-1=1-\frac4g\ln\left(1+\frac g{2F_0}\right).
\label{eq:frac}
\end{equation}
For $g\ll u$ the logarithm may be expanded. Since $F_0\simeq u-g/u$, the deficit is $2/u-g/(2u^2)$ to first order in $g$ and leading order in $1/u$. The ions' own field makes the layer thinner, because the field that presses the ions against the electrode increases towards it.

In the example \eqref{eq:bulk} gives $F_0=46.1$, and \eqref{eq:frac} gives
\begin{equation}
\frac SQ=1-\frac4{16.8}\ln\left(1+\frac{16.8}{92.2}\right)=0.960 ,
\label{eq:num}
\end{equation}
compared with 0.957 for dilute ions. The full transport calculation agrees with \eqref{eq:frac} within 0.0005 at this density and at one tenth of it. Applied at 1~V instead of 2~V, the same formulas give 0.925, close to the 0.924 found within $\pm1$~V in the first half.

To infer $Q$ from a measured area, one divides by the collected fraction. The dilute fraction already suffices here: $15.38/0.957=16.07$~nC/cm$^2$, which is 0.3\% above the true $Q$ of the model.

The mean-field layer has its own limits. At $10^{11}$~cm$^{-2}$ the lateral spacing of the ions is about $(10^{11}\,{\rm cm}^{-2})^{-1/2}=32$~nm, much larger than the 2.2~nm between the layer centroid and the electrode. The attraction of a single ion to its own image in the metal is not contained in the averaged field, nor is the atomic structure of the interface. At 2.2~nm from the metal the image energy $q^2/(16\pi\varepsilon x)$ is 0.065~eV in magnitude, already more than $kT=0.043$~eV. The deficit of 4\% is thus a model estimate, and so are the heights and widths of the slow peak. The change need not be small: for dilute ions in equilibrium, with the image energy held constant within 0.5~nm of each electrode, the deficit falls from 4.3\% to 0.7\% and the peak height rises from 0.083 to 0.23 in units of $\alpha Q/V_T$. The identity $S=Q\,\Delta X/d$ does not share this weakness, because it needs no more than the laterally averaged charge.

\subsection{The height of the slow peak}

At $v=0$ the equilibrium density is symmetric about the midplane and $F$ is odd about it. There $F=0$ and $K=F'=gn>0$. With $K=2\kappa^2$, equation \eqref{eq:first} has the solution
\begin{equation}
F=2\kappa\tan\left[\kappa(\xi-\tfrac12)\right],\qquad
n=\frac{F'}g=\frac{2\kappa^2}g\sec^2\left[\kappa(\xi-\tfrac12)\right].
\label{eq:tan}
\end{equation}
The total ionic charge fixes $\kappa$ between 0 and $\pi$:
\begin{equation}
g=F(1)-F(0)=4\kappa\tan\frac\kappa2 .
\label{eq:kappa}
\end{equation}
The density is lowest in the middle, since repulsion drives the ions towards both electrodes. For $g=16.8$ one finds $\kappa=2.18$, and the density at the electrodes is $\sec^2(\kappa/2)=4.7$ times that in the middle. The numerical output lists 4.58, because the outermost grid cell is centred at $d/320$ from the electrode; \eqref{eq:tan} gives the same value there.

A small voltage shifts the symmetry point of the tangent to $\xi_0=\frac12+s$. The constraint $F(1)-F(0)=g$ is unchanged under $s\to-s$, so $\kappa$ is even in $s$ and constant to first order. The field at the gate and the voltage are
\begin{equation}
F(0)=-2\kappa\tan(\kappa\xi_0),\qquad
v=\int_0^1F\,d\xi=-2\ln\cos[\kappa(1-\xi_0)]+2\ln\cos(\kappa\xi_0).
\label{eq:shift}
\end{equation}
Their derivatives at $s=0$ are
\begin{equation}
\frac{dF(0)}{ds}=-2\kappa^2\sec^2\frac\kappa2,\qquad
\frac{dv}{ds}=-2\kappa\tan\frac\kappa2-2\kappa\tan\frac\kappa2=-g .
\label{eq:ds}
\end{equation}
From \eqref{eq:F0}, $dF(0)/dv=1+g\,d\Xi/dv$. Taking the ratio of the derivatives in \eqref{eq:ds} and using $\sec^2(\kappa/2)=1+g^2/(16\kappa^2)$ from \eqref{eq:kappa}, one obtains
\begin{equation}
1+g\frac{d\Xi}{dv}=\frac{2\kappa^2}g+\frac g8,
\qquad
\frac{d\Xi}{dv}\bigg|_{v=0}=\frac18-\frac1g+\frac{2\kappa^2}{g^2}.
\label{eq:height}
\end{equation}

For small $g$, \eqref{eq:kappa} expands to $g=2\kappa^2+\kappa^4/6+\dots$, so $2\kappa^2=g-g^2/24+\dots$. The terms in $1/g$ cancel, and $1/8-1/24=1/12$ recovers the dilute height. For large $g$, $\kappa$ tends to $\pi$ and the result tends to $1/8$. In the example it is $0.12500-0.05953+0.03377=0.0992$.

The calculated maximum at 0.01~V/s is also 0.0992, at 0.006~V. The full width at half height is about 0.31~V, against 0.36~V for dilute ions. Within the mean-field description, the ions' own field thus makes this peak higher and narrower, while the area changes by 0.3\% of $Q$. Peak height alone is therefore not a measure of $Q$ that is independent of density.

\subsection{How slow is slow}

Consider an ion that starts at the gate when $V$ passes through zero on the upward branch. If diffusion and the field of the other ions are neglected, its velocity is $\mu V/d=\mu\alpha t/d$, and
\begin{equation}
x=\frac{\mu\alpha t^2}{2d}=\frac{\mu V^2}{2\alpha d}.
\label{eq:path}
\end{equation}
It reaches $x=d$ at the crossing voltage
\begin{equation}
V_{\rm c}=d\sqrt{\frac{2\alpha}\mu}.
\label{eq:Vc}
\end{equation}
If $Q/C$ is not large compared with $V_0$, the sweep is slow enough for full transfer when $V_{\rm c}$ lies well below $V_0$, that is, when $\alpha\ll\mu V_0^2/(2d^2)$. The right-hand side is 20~V/s in the example, where $Q/C=0.72$~V. For $Q/C$ much larger than $V_0$, the ions already under way weaken the field behind them and hold the others back, so that a lower rate may be needed. Both statements presuppose that the ions leave the interface freely. If they are bound there, for instance by the image attraction estimated above, their release takes additional time, and the sweep may have to be much slower. At 0.1~V/s, $V_{\rm c}=10^{-7}\sqrt{0.2/10^{-13}}=0.141$~V. The calculated sweeps give:

\begin{center}
\begin{tabular}{rrrr}
$\alpha$ (V/s) & $V_{\rm c}$ (V) & maximum at (V) & $S/Q$\\
0.01 & 0.045 & 0.006 & 0.960\\
0.1 & 0.141 & 0.050 & 0.960\\
1 & 0.447 & 0.280 & 0.960\\
10 & 1.414 & 1.030 & 0.959\\
100 & 4.472 & 2.000 & 0.232
\end{tabular}
\end{center}

The last digits carry the discretization error. The grid lowers the areas up to 10~V/s by about $0.0005\,Q$ or less, so that the converged entry at 10~V/s is 0.9596, and the positions of the maxima are uncertain by about 1~mV (converged values 0.051~V at 0.1~V/s and 1.031~V at 10~V/s). From 0.01 to 1~V/s the maximum moves to higher voltage, but the area does not change at the digits given. These peaks are not all equilibrium peaks. At 0.1~V/s, \eqref{eq:height} would give $0.0992\times0.1\times16.02/0.0431=3.69$~nA/cm$^2$, while the calculated height is 3.59~nA/cm$^2$. On the return branch the ionic current is largest in magnitude at $-0.050$~V, so the two branches show a hysteresis although they transfer equal amounts of charge. Full transfer is a weaker requirement than equilibrium throughout the sweep.

At 100~V/s the ions do not arrive in time. The current is still rising at the upper limit, and the area up to that point is $0.23\,Q$. Equation \eqref{eq:path} with $V=V_0$ gives a displacement of $(2/4.47)^2=0.20$ in units of $d$, of similar size. The charge identity holds in this sweep too: the area correctly reports how far the centroid has moved, but it is no longer close to $Q$.

At a fixed temperature, measuring time in units of $d^2/(\mu V_T)$ turns the sweep rate into $\alpha d^2/(\mu V_T^2)$. Rate and mobility thus enter through $\alpha/\mu$. A mobility lower by a factor of 1000 would make the sweep at 0.1~V/s as incomplete as the one at 100~V/s. A small area can therefore mean few ions or slow ones. For ions of a single mobility, repeating the sweep at a lower rate distinguishes the two: the area of a completed transfer stays constant, whereas that of an incomplete one grows. A nearly constant area does not exclude a second, much slower or trapped population. If half of the ions, taken as dilute, have a mobility lower by a factor of $10^5$, the area is $0.479\,Q$ at 1~V/s and $0.481\,Q$ at 0.1~V/s. Leakage can also make the area of a single branch grow when the sweep is slowed. The two branches should therefore be combined as described after \eqref{eq:leak} before areas at different rates are compared. This combination does not remove a slow polarization of the dielectric itself, which acts as a rate-dependent baseline error. An additional 2\% of the capacitance that relaxes with a time constant of 10~s contributes $0.004\,Q$, $0.07\,Q$ and $0.11\,Q$ to the half difference at 1, 0.1 and 0.01~V/s in the example, without any ionic motion. If the transfer is incomplete, the branches need not carry equal ionic charge, because the ions keep moving forward after the sweep has reversed, as long as the field still drives them that way. Half the difference of the branches then still removes the leakage, but it is no longer the ionic area of the upward branch.

\section*{Computed values}
\begin{verbatim}
thickness: 100 nm
relative permittivity: 2.5
temperature: 500 K
ion mobility: 1.0e-13 m^2/(V s)
sweep limits: -2.0 to 2.0 V
main sweep rate: 0.10 V/s
thermal voltage V_T: 0.04309 V
u = V0/V_T: 46.42 (no unit)
capacitance: 22.135 nF/cm^2
main ion density: 1.00e+11 cm^-2
mobile charge Q: 16.022 nC/cm^2
Q/C: 0.7238 V
g = Q/(C V_T), main: 16.799 (no unit)
baseline C*alpha: 2213.5 pA/cm^2
ionic peak above baseline: 3585.1 pA/cm^2
peak voltage, up: 0.050 V
peak voltage, down: -0.050 V
collected charge, up: 15.376 nC/cm^2
collected charge, down: -15.376 nC/cm^2
collected ions, up: 9.597e+10 cm^-2
collected/Q from current: 0.9597 (no unit)
centroid change/d: 0.9597 (no unit)
part of Q within -1 to 1 V: 0.9244 (no unit)
capacitive charge of branch: 88.54 nC/cm^2
error from 1% baseline error: 5.53 % of Q
rate 0.01 V/s: V_c 0.045 V, peak at 0.006 V, collected/Q 0.9597
rate 0.1 V/s: V_c 0.141 V, peak at 0.050 V, collected/Q 0.9597
rate 1 V/s: V_c 0.447 V, peak at 0.280 V, collected/Q 0.9597
rate 10 V/s: V_c 1.414 V, peak at 1.030 V, collected/Q 0.9591
rate 100 V/s: V_c 4.472 V, peak at 2.000 V, collected/Q 0.2317
layer formula, main density: 0.9601 of Q
low ion density: 1.00e+10 cm^-2, g 1.680
low density, 0.01 V/s: simulated 0.9569, layer formula 0.9573 of Q
dilute limit: simulated 0.9566, formula 0.9569 of Q
kappa at V=0, main density: 2.1829 (no unit)
ion density at V=0, electrode/middle, main: 4.58 (no unit)
peak V_T*J_ion/(alpha*Q), main at 0.01 V/s: simulated 0.09916, formula 0.09924
same, low density at 0.01 V/s: simulated 0.08556, formula 0.08557
same, dilute: simulated 0.08333, formula 0.08333
full width, dilute formula: 0.359 V
full width, main at 0.01 V/s: 0.308 V
drift test, shift/d: simulated 0.4000, formula 0.4000
\end{verbatim}
